\section*{Comment: Is the absorption band maximum the vertical excitation energy?}

\section{The argument under comment}

The manuscript discussed here is a constructed example, and its numbers are those of the model introduced below. It considers a molecule with one active vibration. The potential curves of its two electronic states give a vertical excitation energy of 5.271 eV, while the strongest line of its absorption band lies at 5.145 eV, lower by 0.126 eV or about 0.13 eV. The imagined author reasons as follows.

\begin{quote}
The nuclei do not move during an electronic transition. The most probable geometry is the ground-state minimum, so the most intense absorption occurs at the energy gap found there. The band maximum is therefore the vertical excitation energy, and the difference of 0.13 eV is the error of the calculated upper curve.
\end{quote}

The conclusion can be tested without any electronic-structure calculation. Take two given curves, compute the band that they produce, and ask where its maximum lies relative to their own vertical gap. Any difference found in this way cannot be an error of the curves.

\section{Four energies of one model}

I set $\hbar=1$ and use a mass-weighted coordinate $Q=\sqrt{m}\,x$, measured from the ground-state minimum. The curves are
\begin{equation}
V_g=\tfrac12\omega_g^2Q^2,\qquad V_e=T+\tfrac12\omega_e^2(Q-d)^2 ,
\end{equation}
and the Hamiltonians are $H_{g,e}=P^2/2+V_{g,e}$. The molecule starts in the lowest vibrational state $|0\rangle$ of $H_g$, with energy $E_0=\omega_g/2$. The transition dipole is taken as independent of $Q$, and the upper state as uncoupled to other electronic states. The line to the upper level $|v\rangle$, of energy $\varepsilon_v$, then has the strength $p_v=c_v^2$ with $c_v=\langle v|0\rangle$. By ``band'' I mean these strengths placed at the energies $\varepsilon_v-E_0$, that is, the absorption divided by the photon energy.

Two of the relevant energies follow at once. The vertical gap is $V_e-V_g$ at $Q=0$, and the origin is the line to $v=0$:
\begin{equation}
E_{\rm v}=T+\tfrac12\omega_e^2d^2,\qquad
E_{00}=T+\tfrac12(\omega_e-\omega_g).
\end{equation}
The other two are the maximum and the mean of the band.

For numbers I take a reduced mass of 7 u, quanta $\omega_g=0.25$ eV and $\omega_e=0.18$ eV, $T=5$ eV and a displacement of 0.10 angstrom. These are round model values. With energies in eV and $\hbar=1$, $Q$ has the unit eV$^{-1/2}$. Since $\hbar^2/m=5.972\times10^{-4}$ eV angstrom$^2$,
\begin{equation}
d=\frac{0.10}{\sqrt{5.972\times10^{-4}}}=4.092\ \mathrm{eV}^{-1/2}.
\end{equation}
Hence $E_{\rm v}=5+\tfrac12(0.18)^2(4.092)^2=5.271$ eV and $E_{00}=5+\tfrac12(0.18-0.25)=4.965$ eV.

\section{What fixed nuclei do imply}

The mean of the band is
\begin{equation}
M=\sum_v\langle0|v\rangle(\varepsilon_v-E_0)\langle v|0\rangle
=\langle0|H_e-E_0|0\rangle ,
\end{equation}
because the upper states form a complete set. Now $E_0|0\rangle=H_g|0\rangle$, and the kinetic energy is the same operator in both Hamiltonians, so it cancels:
\begin{equation}
M=\langle0|H_e-H_g|0\rangle=\langle V_e-V_g\rangle .
\label{mean}
\end{equation}
This is the sound content of the statement that the nuclei do not move. The gap is taken at unchanged geometry and averaged over the initial vibrational density. The harmonic form was not used, so the result holds for other curves too, provided that the sum includes any continuum of the upper state.

For the harmonic curves, expanding the square in $V_e$ gives
\begin{equation}
U\equiv V_e-V_g=E_{\rm v}-fQ+\tfrac12gQ^2,\qquad
f=\omega_e^2d,\quad g=\omega_e^2-\omega_g^2 .
\end{equation}
The initial density is proportional to $e^{-\omega_gQ^2}$. Therefore $\langle Q\rangle=0$ and $s\equiv\langle Q^2\rangle=1/(2\omega_g)$, and
\begin{equation}
M=E_{\rm v}+\tfrac12gs=E_{\rm v}+\frac{\omega_e^2-\omega_g^2}{4\omega_g}.
\label{harmonicmean}
\end{equation}
The displacement has dropped out of the correction. What remains is the zero-point spread sampling the curvature of the gap: a softer upper curve lowers the mean and a stiffer one raises it. In the example the correction is $(0.0324-0.0625)/1.00=-0.030$ eV, so that $M=5.241$ eV. Even the mean is not the vertical gap unless the frequencies agree.

\section{Where the strongest line lies}

The strengths follow from the condition that the lower annihilation operator destroys $|0\rangle$, which reads $(\omega_gQ+iP)|0\rangle=0$. In terms of the ladder operators $b,b^\dagger$ of the upper oscillator,
\begin{equation}
Q=d+\frac{b+b^\dagger}{\sqrt{2\omega_e}},\qquad
iP=\sqrt{\frac{\omega_e}{2}}\,(b-b^\dagger).
\end{equation}
Inserting these and multiplying by $\sqrt{2\omega_e}$ gives
\begin{equation}
\left[\sqrt{2\omega_e}\,\omega_gd+(\omega_g+\omega_e)b+(\omega_g-\omega_e)b^\dagger\right]|0\rangle=0 .
\end{equation}
Now project on $\langle v|$, with $\langle v|b=\sqrt{v+1}\,\langle v+1|$ and $\langle v|b^\dagger=\sqrt v\,\langle v-1|$:
\begin{equation}
(\omega_g+\omega_e)\sqrt{v+1}\,c_{v+1}=-\sqrt{2\omega_e}\,\omega_gd\,c_v-(\omega_g-\omega_e)\sqrt v\,c_{v-1}.
\label{recurrence}
\end{equation}
The starting value is the overlap of two Gaussians, whose combined exponent is
\begin{equation}
-\frac{\omega_g+\omega_e}{2}\left(Q-\frac{\omega_ed}{\omega_g+\omega_e}\right)^2-\frac{\omega_g\omega_ed^2}{2(\omega_g+\omega_e)} .
\end{equation}
With the normalization factor $(\omega_g\omega_e)^{1/4}/\sqrt\pi$ and the integral $\sqrt{2\pi/(\omega_g+\omega_e)}$, squaring gives
\begin{equation}
c_0^2=\frac{2\sqrt{\omega_g\omega_e}}{\omega_g+\omega_e}
\exp\left(-\frac{\omega_g\omega_ed^2}{\omega_g+\omega_e}\right).
\end{equation}

In the example $c_0^2=0.987\,e^{-1.752}=0.171$. The coefficient $\sqrt{2\omega_e}\,\omega_gd$ is $0.6\times0.25\times4.092=0.614$, so
\begin{align}
c_1/c_0&=-0.614/0.43=-1.43,\\
c_2/c_0&=\frac{0.614\times1.43-0.07}{0.43\sqrt2}=1.33 .
\end{align}
The full set of strengths for $v=0$ to 4 is 0.171, 0.349, 0.301, 0.139 and 0.036. The strongest line is $v=1$, at $4.965+0.180=5.145$ eV.

This is 0.126 eV below the vertical gap of the very curves that produced the band. By construction, this is the discrepancy that the manuscript assigns to a faulty upper curve, and here the curves are exact. Of this amount, 0.030 eV separates the mean from the vertical gap, and 0.096 eV separates the strongest line from the mean.

\subsection{Equal frequencies}

One might hope that the trouble comes from the change of frequency. Set $\omega_e=\omega_g=\omega$ and define $S=\omega d^2/2$. The last term of (\ref{recurrence}) vanishes, leaving $c_{v+1}=-\sqrt{S/(v+1)}\,c_v$, while $c_0^2=e^{-S}$. Hence
\begin{equation}
p_v=e^{-S}\frac{S^v}{v!},\qquad \frac{p_{v+1}}{p_v}=\frac{S}{v+1}.
\end{equation}
The strengths grow as long as $v+1<S$. For non-integer $S$ the strongest line is therefore $v=\lfloor S\rfloor$, the integer part of $S$. The origin is now at $T$ and the vertical gap at $T+S\omega$, so
\begin{equation}
E_{\rm line}-E_{\rm v}=(\lfloor S\rfloor-S)\,\omega .
\end{equation}
The strongest line lies below the vertical gap by less than one quantum. For $S<1$ it is the origin. With $\omega=0.20$ eV and $S=0.6$ the offset is $-0.12$ eV, although the mean equals the vertical gap. For integer $S$ the lines $S-1$ and $S$ are equally strong, and the upper one coincides with $E_{\rm v}$.

\subsection{The sign is not fixed}

Nor can one repair the argument by adding a positive correction to every maximum. For $d=0$, equation (\ref{recurrence}) gives $c_1=0$ and
\begin{equation}
\left|\frac{c_{v+1}}{c_{v-1}}\right|=\frac{|\omega_g-\omega_e|}{\omega_g+\omega_e}\sqrt{\frac{v}{v+1}}<1 ,
\end{equation}
so the origin is the strongest line. It differs from $E_{\rm v}=T$ by $(\omega_e-\omega_g)/2$, which is positive when the upper curve is stiffer. With $\omega_g=0.18$ eV and $\omega_e=0.25$ eV the maximum lies 0.035 eV above the vertical gap.

\section{Does an unresolved band rescue the claim?}

The author could reply that individual lines are accidental and that the claim concerns the smooth envelope. The answer depends on the shape of the band, which its central moments describe.

Write $K=H_g-E_0$, so that $K|0\rangle=0$, and $\tilde U=U-M=-fQ+\tfrac12g(Q^2-s)$. Then $H_e-E_0-M=K+\tilde U$. In the second moment $K$ meets $|0\rangle$ on one side or the other and drops out. In the third moment it survives in the middle factor:
\begin{equation}
\kappa_2=\langle\tilde U^2\rangle,\qquad
\kappa_3=\langle\tilde U(K+\tilde U)\tilde U\rangle=\langle\tilde UK\tilde U\rangle+\langle\tilde U^3\rangle .
\label{kappas}
\end{equation}

To evaluate the term with $K$, expand the double commutator $[\tilde U,[K,\tilde U]]$. Two of its four terms have $K$ next to $|0\rangle$ and vanish in the average, so its expectation value is $2\langle\tilde UK\tilde U\rangle$. On the other hand, $[P^2/2,\tilde U]=-\tfrac i2(PU'+U'P)$ and $[\tilde U,P]=iU'$, so the double commutator equals $U'^2$. With $U'=-f+gQ$,
\begin{equation}
\langle\tilde UK\tilde U\rangle=\tfrac12\langle U'^2\rangle=\tfrac12(f^2+g^2s).
\end{equation}

The remaining averages need the Gaussian moments $\langle Q^4\rangle=3s^2$ and $\langle Q^6\rangle=15s^3$. They give
\begin{align}
\langle(Q^2-s)^2\rangle&=3s^2-2s^2+s^2=2s^2,\\
\langle Q^2(Q^2-s)\rangle&=3s^2-s^2=2s^2,\\
\langle(Q^2-s)^3\rangle&=15s^3-9s^3+3s^3-s^3=8s^3 .
\end{align}
Terms odd in $Q$ vanish. Therefore
\begin{align}
\kappa_2&=f^2s+\tfrac12g^2s^2,\\
\kappa_3&=\tfrac12f^2+\tfrac12g^2s+3f^2gs^2+g^3s^3 .
\end{align}

Equation (\ref{kappas}) shows one place where the manuscript's reasoning breaks. It treats the band as the probability distribution of the gap $U(Q)$. The mean and the variance do agree with that picture, but the third moment does not, because $K$ and $\tilde U$ do not commute. For equal frequencies $U$ is linear in $Q$, and its distribution is a Gaussian centred on $E_{\rm v}$, just as the author imagines. The real band has in addition $\kappa_3=f^2/2>0$. It is skewed, and the peak of its smooth envelope is pushed to the low-energy side of the mean. For unequal frequencies the picture fails on its own terms as well. $U$ is then nonlinear in $Q$, its distribution has mean $M\neq E_{\rm v}$ and third moment $\langle\tilde U^3\rangle=3f^2gs^2+g^3s^3$, and the most probable gap need not be the gap at the most probable geometry. In the example this moment is $-0.0066$ eV$^3$, opposite in sign to the $+0.0031$ eV$^3$ of the real band.

\subsection{The peak of a weakly skewed band}

Let each line be broadened by a Gaussian of standard deviation $b$. This leaves $M$ and $\kappa_3$ unchanged and replaces $\kappa_2$ by $\sigma^2=\kappa_2+b^2$. Put $y=(E-M)/\sigma$ and $\lambda=\kappa_3/\sigma^3$. To first order in $\lambda$, and with higher cumulants neglected, the Fourier transform of the band is $e^{-t^2/2}[1+\lambda(it)^3/6]$. Each factor $it$ becomes $-d/dy$ in the band itself, and $(-d/dy)^3e^{-y^2/2}=(y^3-3y)e^{-y^2/2}$. The band is thus proportional to
\begin{equation}
e^{-y^2/2}\left[1+\tfrac{\lambda}{6}(y^3-3y)\right].
\end{equation}
Its logarithmic derivative near $y=0$ is $-y-\lambda/2$ to first order, which vanishes at $y=-\lambda/2$. Hence
\begin{equation}
E_{\rm peak}\approx M-\frac{\kappa_3}{2(\kappa_2+b^2)} .
\label{peak}
\end{equation}

In the example $\kappa_2=0.0370$ eV$^2$ and $\kappa_3=0.00313$ eV$^3$. For $b=0.18$ eV the shift from the mean is $-0.00313/(2\times0.0694)=-0.023$ eV, which puts the peak at 5.219 eV. The peak computed from the broadened lines is at 5.215 eV, still 0.056 eV below the vertical gap. For $b=0.09$ eV it is at 5.167 eV, and for $b=0.02$ eV at 5.145 eV. The same two curves thus give three different maxima, depending on the resolution, while the mean stays at 5.241 eV.

\subsection{Large displacement}

A band with many lines is nearly Gaussian, and one may expect the offset to disappear. For large $d$ the terms with $f^2$ dominate and $b^2$ is negligible beside $\kappa_2$, so
\begin{equation}
\frac{\kappa_3}{2\kappa_2}\to\frac{\tfrac12+3gs^2}{2s}
=\frac{\omega_g}{2}+\frac{3g}{4\omega_g}.
\end{equation}
Subtracting this from (\ref{harmonicmean}) gives
\begin{equation}
E_{\rm peak}-E_{\rm v}\to\frac{g}{4\omega_g}-\frac{\omega_g}{2}-\frac{3g}{4\omega_g}
=-\frac{\omega_g^2+g}{2\omega_g}=-\frac{\omega_e^2}{2\omega_g}.
\label{limit}
\end{equation}
The neglect of higher cumulants is justified here. The Fourier transform of the band is a Gaussian integral whose exponent is quadratic in the coordinates and $d$ together. Its logarithm is therefore quadratic in $d$, and reflection of $Q$ and $d$ removes the linear term. Every cumulant thus grows at most as $d^2$, while $\sigma$ grows as $d$, so the further corrections to the peak energy fall off as $d^{-2}$. The result applies to an envelope in which $b$ has wiped out the line structure. A remaining ripple could displace the top of a very broad, flat band.

The offsets from the vertical gap, in eV and for $b=0.18$ eV, are as follows.

\begin{center}
\begin{tabular}{cccc}
displacement (angstrom) & strongest line & peak & mean\\
0.05 & $-0.103$ & $-0.046$ & $-0.030$\\
0.10 & $-0.126$ & $-0.056$ & $-0.030$\\
0.20 & $-0.040$ & $-0.062$ & $-0.030$\\
0.40 & $-0.056$ & $-0.064$ & $-0.030$\\
1.20 & $-0.040$ & $-0.065$ & $-0.030$
\end{tabular}
\end{center}

The last row has a vertical gap of 44 eV and serves to test the limit (\ref{limit}), $-0.0324/0.50=-0.065$ eV, not to describe a molecule. The strongest line moves irregularly, because it must jump from one level to the next. The peak settles at a finite offset. What does vanish is the offset relative to the bandwidth, which grows in proportion to $d$. With $\sigma\to f\sqrt s=\omega_e^2d/\sqrt{2\omega_g}$, the ratio of the offset (\ref{limit}) to $\sigma$ has the magnitude $1/\sqrt{2\omega_gd^2}$. For harmonic curves with $\omega_gd^2\gg1$, the author's rule is thus acceptable when an error of a small fraction of the bandwidth does not matter. A band that is merely wide compared with the quanta does not guarantee this, and for an anharmonic upper curve the ratio need not vanish. A narrow band gives no such assurance: at 0.05 angstrom the strongest line lies 0.103 eV below the vertical gap, and the standard deviation $\sqrt{\kappa_2}$ is also 0.103 eV. If both quanta and $b$ are multiplied by a common factor at fixed $\omega_gd^2$, all offsets are multiplied by the same factor. In the table they reach 0.126 eV for the strongest line and 0.065 eV for the peak of the smooth envelope. For this model, discrepancies of these sizes are therefore no evidence against the curves.

\section{Conditions on using the mean}

\textbf{Photon energy.} The absorption itself carries an additional factor $E$. Its mean is
\begin{equation}
\frac{\sum_vp_vE_v^2}{\sum_vp_vE_v}=\frac{M^2+\kappa_2}{M}=M+\frac{\kappa_2}{M},
\end{equation}
where $E_v=\varepsilon_v-E_0$. In the example this adds $0.0370/5.241=0.007$ eV. The correction is small here, but it grows with the variance of the band.

\textbf{Anharmonic upper curve.} Equation (\ref{mean}) remains valid, but (\ref{harmonicmean}) must be reconsidered. Expand the gap about $Q=0$. For a harmonic ground state the odd powers average to zero, and
\begin{equation}
M\approx E_{\rm v}+\tfrac12\left[V_e''(0)-\omega_g^2\right]s ,
\end{equation}
up to terms from the fourth and higher even derivatives. The upper curvature is needed at the ground-state geometry, not at the upper minimum.

A Morse curve $V_e=T+D(1-u)^2$ with $u=e^{-\alpha(Q-d)}$ shows the difference. Since $u'=-\alpha u$, two differentiations give $V_e''=2D\alpha^2(2u^2-u)$. At the minimum $u=1$, so $\alpha=\omega_e/\sqrt{2D}$ reproduces the frequency $\omega_e$. Take $D=4$ eV and keep the other parameters. At $Q=0$ one finds $u=e^{0.260}=1.297$ and $V_e''(0)=0.0324\times2.069=0.0670$ eV$^2$. This exceeds $\omega_g^2=0.0625$ eV$^2$, although $\omega_e<\omega_g$: the ground-state geometry faces the steep inner wall. With $s=2$ eV$^{-1}$ the estimated correction is $+0.0045$ eV. Diagonalization gives a mean of 5.359 eV against a vertical gap of 5.354 eV, a difference of $+0.005$ eV. The frequency at the upper minimum would have predicted $-0.030$ eV, which has the wrong sign.

\textbf{Transition dipole and coupling.} If the dipole $\mu$ depends on $Q$, the state projected on the upper levels is $\mu|0\rangle$. This is not an eigenstate of $H_g$, and the step leading to (\ref{mean}) fails. If the upper state is coupled to another one, the levels $|v\rangle$ of a single curve are no longer the final states, and the line strengths and higher moments change. If the second state has no transition dipole from the ground state, completeness of the coupled levels still gives (\ref{mean}). There $V_e$ is the diabatic curve of the absorbing state, not an adiabatic curve, and all the intensity spread by the coupling must be included. If both states absorb, the sum runs over both bands and involves both curves and their coupling, so it cannot be applied to one band alone.

\section{Recommendation}

The claim of a 0.13 eV error in the upper curve should be withdrawn, since exact curves with quanta of this size can by themselves produce a difference of this magnitude. Two comparisons would be legitimate. The author may divide the measured absorption by the photon energy, integrate over the complete band, and compare its mean with $\langle V_e-V_g\rangle$. This requires that neighbouring bands can be separated, because intensity in the wings counts fully. Alternatively, the author may simulate the band from both curves, broaden it to the experimental resolution, and compare maximum with maximum, with the photon-energy factor either kept in both the measured and the simulated band or removed from both. The numerical check checks the moment formulas, the line strengths and the limit (\ref{limit}) numerically.

\section*{Table of computed values}
\begin{verbatim}
reduced mass = 7.0 u
lower quantum = 0.250 eV, upper quantum = 0.180 eV
minimum-to-minimum gap = 5.000 eV
displacement = 0.10 angstrom
hbar^2/m = 5.9717e-04 eV angstrom^2
mass-weighted displacement d = 4.0922 eV^(-1/2)
upper relaxation energy = 0.2713 eV
relaxation energy / upper quantum = 1.5071
origin = 4.9650 eV
strongest line: v = 1, 5.1450 eV
mean from lines = 5.2412 eV
mean from formula = 5.2412 eV
vertical gap = 5.2713 eV
mean - vertical = -0.0301 eV
strongest - vertical = -0.1263 eV
mean of unprocessed absorption = 5.2482 eV
kappa2 = 0.03697 eV^2, kappa3 = 0.003128 eV^3
line v=0: 4.9650 eV, strength 0.1710
line v=1: 5.1450 eV, strength 0.3485
line v=2: 5.3250 eV, strength 0.3006
line v=3: 5.5050 eV, strength 0.1394
line v=4: 5.6850 eV, strength 0.0358
line v=5: 5.8650 eV, strength 0.0044
line v=6: 6.0450 eV, strength 0.0001
broadening 0.02 eV: peak 5.1450 eV, peak - vertical -0.1263 eV
broadening 0.09 eV: peak 5.1669 eV, peak - vertical -0.1044 eV
broadening 0.18 eV: peak 5.2154 eV, peak - vertical -0.0559 eV
mean of band broadened by 0.18 eV = 5.2412 eV
Scan, broadening 0.18 eV; offsets from vertical gap in eV:
x=0.05 angstrom, vertical 5.068 eV: line -0.1028, peak -0.0460, estimate -0.0452, mean -0.0301
x=0.10 angstrom, vertical 5.271 eV: line -0.1263, peak -0.0559, estimate -0.0526, mean -0.0301
x=0.20 angstrom, vertical 6.085 eV: line -0.0401, peak -0.0618, estimate -0.0600, mean -0.0301
x=0.40 angstrom, vertical 9.341 eV: line -0.0555, peak -0.0640, estimate -0.0634, mean -0.0301
x=1.20 angstrom, vertical 44.065 eV: line -0.0395, peak -0.0647, estimate -0.0646, mean -0.0301
large-displacement peak offset = -0.0648 eV
equal-frequency test quantum = 0.20 eV
S=0.6: strongest v=0, minus vertical -0.1200 eV
S=1.5: strongest v=1, minus vertical -0.1000 eV
S=3.7: strongest v=3, minus vertical -0.1400 eV
d=0, lower quantum 0.18 eV, upper quantum 0.25 eV:
strongest - vertical = 0.0350 eV
Morse well depth = 4.00 eV
Morse vertical gap = 5.3540 eV
Morse band mean = 5.3593 eV
Morse mean - vertical = 0.0054 eV
shift from curvature at ground geometry = 0.0045 eV
shift from frequency at upper minimum = -0.0301 eV
\end{verbatim}
